# Vineyard prefactors from log-determinants and one Lanczos eigenvalue

## The decision

A migration calculation has given a minimum, a saddle and a Hessian at each. To turn the barrier into a jump rate, the user must choose how the vibrational prefactor is evaluated: from the full list of frequencies, or from two determinants and the unstable mode. A second choice goes with it: whether to project out rigid translations. Projecting them at only one of the two points, or projecting when some atoms are held fixed, changes the rate.

For a fully mobile periodic cell, the recommendation derived below is to project translations at both points with the same positive shift, to require exactly one negative eigenvalue at the saddle, and to accept the unstable eigenvalue only when it is negative and its residual is small. The determinant route then agrees with full diagonalisation to a known accuracy.

## What the prefactor means

The algebra uses atomic units, $\hbar=m_e=1$, and $\beta=1/k_BT$. Numerical examples use eV and angstrom. Let $H_0$ and $H_1$ be the Hessians at the minimum and the saddle, and $M$ the diagonal matrix of atomic masses, each mass repeated three times. In the coordinates $q=M^{1/2}x$ the kinetic energy is $p^2/2$, and the Hessians become

$$D_a=M^{-1/2}H_aM^{-1/2},\qquad a=0,1.$$

Their eigenvalues are squared angular frequencies. The saddle has one negative eigenvalue $\lambda_-$.

Classical transition-state theory places a plane through the saddle, normal to the unstable mode, and counts every outward crossing as a reaction. The average outward velocity is

$$\frac{\int_0^\infty p\,e^{-\beta p^2/2}dp}{\int_{-\infty}^{\infty}e^{-\beta p^2/2}dp}
=\frac{1/\beta}{\sqrt{2\pi/\beta}}=\frac1{\sqrt{2\pi\beta}},$$

so that

$$k=\frac1{\sqrt{2\pi\beta}}\,
\frac{\int_{\rm plane}e^{-\beta V}}{\int_{\rm reactant}e^{-\beta V}} .$$

The three rigid translations lie in the plane, and their integrals cancel. This leaves $n=3N-3$ coordinates at the minimum and $n-1$ in the plane. Expanding $V$ to second order about each stationary point gives Gaussian integrals:

$$k=\frac{e^{-\beta E}}{\sqrt{2\pi\beta}}
\frac{(2\pi/\beta)^{(n-1)/2}}{(2\pi/\beta)^{n/2}}
\sqrt{\frac{\det{}'D_0}{\prod_{\lambda_i>0}\lambda_i(D_1)}} .$$

Here $E$ is the barrier, and $\det'$ is the product of all eigenvalues except the three translational zeros. The powers combine to $1/(2\pi)$. Since $|\det'D_1|$ contains the extra factor $|\lambda_-|$,

$$k=\nu^*e^{-\beta E},\qquad
\nu^*=\frac1{2\pi}\sqrt{|\lambda_-|\,\frac{\det'D_0}{|\det'D_1|}} .$$

The factor $|\lambda_-|$ also supplies the dimension: the two determinants have equally many factors, so their ratio is a pure number.

The expansion needs $\beta E\gg1$. A test used $V=(x^2-1)^2+2(y-x/2)^2$ with unit masses and barrier 1. The ratio of the flux formula, integrated numerically, to the harmonic rate was 0.9901 at $\beta E=20$ and 0.9952 at $\beta E=40$. The error halves when the temperature halves, as expected of a leading anharmonic correction.

## Translation setting: project and shift

In a fully mobile periodic cell a uniform displacement costs no energy, so $D$ has three zero eigenvalues and its logarithmic determinant diverges. Let $B$ be the $3N\times3$ matrix made of $N$ stacked unit matrices, and $M_t$ the total mass. The mass-weighted translations and their projector are

$$T=M^{1/2}B/\sqrt{M_t},\qquad P=TT^T,\qquad Q=1-P.$$

The normalisation follows from $B^TMB=M_t\,1$. For $s>0$ define

$$A=QDQ+sP.$$

It acts as $s$ on the three translations and as $QDQ$ on their complement. If $HB=0$, then $DP=0$, $QDQ=D$, and

$$\det A=s^3\det{}'D .$$

The factor $s^3$ cancels between minimum and saddle if both use the same $s$. The average diagonal element of $D_0$ is a convenient choice.

A Hessian from finite differences may violate $HB=0$ slightly. The form $QDQ$ then removes the coupling to translations, but it doesn't repair errors among the internal motions. To first order, a relative error $\epsilon$ in one positive eigenvalue changes $\nu^*$ by a relative $\epsilon/2$, so a given absolute error matters most in soft modes.

If some atoms are frozen, uniform translation of the mobile atoms does cost energy. The projector would then delete real vibrations and must be switched off. An isolated molecule also has rotational zero modes, whose integrals involve moments of inertia that differ between minimum and saddle; the present formula doesn't cover it.

## Determinant setting: ask for the inertia

A symmetric factorisation with pivoting writes $A$, up to a permutation, as $LKL^T$, where $L$ is unit triangular and $K$ has blocks of size one or two. Since $\det L=1$ and the permutation enters twice, so that its sign cancels,

$$\ln|\det A|=\sum_{\rm blocks}\ln|\det K_b| .$$

Summing logarithms avoids overflow and underflow. Sylvester's law states that $K$ and $A$ have equally many negative eigenvalues, so the blocks also reveal the order of the stationary point. The count must be zero at the minimum and one at the saddle. The sign of the determinant isn't enough, because three negative eigenvalues give the same sign as one.

For a sparse Hessian, $P$ is inconvenient because it is dense. An equivalent form deletes the rows and columns of one atom, leaving $H_r$. To see this, assume $HB=0$ and write

$$\det(D+sP)=\frac{\det\left(H+sMBB^TM/M_t\right)}{\prod_i m_i^3}.$$

Change to a basis whose first three columns are $B$ and whose other columns are the unit displacements of the remaining atoms. This matrix is block triangular with unit diagonal, so it leaves the determinant unchanged. Because $HB=0$, $H$ becomes a zero block and $H_r$. The matrix $MB$ becomes $M_t1$ stacked on $\mu$, where $\mu$ holds the remaining masses times unit matrices. The numerator is therefore

$$\det\begin{pmatrix}sM_t1&s\mu^T\\ s\mu&H_r+s\mu\mu^T/M_t\end{pmatrix}.$$

Eliminating the first block subtracts $s\mu(sM_t)^{-1}s\mu^T=s\mu\mu^T/M_t$ from the lower one and leaves $H_r$. The numerator equals $(sM_t)^3\det H_r$, and

$$\det{}'D=\frac{M_t^3}{\prod_i m_i^3}\det H_r .$$

The same elimination is a congruence, so $H_r$ has as many negative eigenvalues as $A$. The mass factors are common to minimum and saddle, so the determinant ratio doesn't depend on the masses. Within this classical harmonic theory, masses enter $\nu^*$ only through $\lambda_-$.

## Lanczos setting: start vector and residual

Lanczos iteration builds orthonormal vectors $q_1,\dots,q_k$ from repeated products with $A_1$. With these as columns of $W$,

$$A_1W=WR+b_k q_{k+1}e_k^T,$$

where $R$ is tridiagonal, $b_k$ is the length of the new remainder and $e_k$ is the last unit vector. If $Ry=\theta y$ with $|y|=1$, then $u=Wy$ satisfies $A_1u-\theta u=b_ky_kq_{k+1}$. The residual length is $r=b_k|y_k|$, known without extra work.

The residual gives a rigorous error bound. Let $\lambda_1=\lambda_-$ and let $\lambda_2$ be the next eigenvalue of $A_1$. No eigenvalue lies between them, so

$$\langle u|(A_1-\lambda_1)(A_1-\lambda_2)|u\rangle\ge0 .$$

The remainder is orthogonal to $u$, hence $\langle A_1\rangle=\theta$ and $\langle A_1^2\rangle=\theta^2+r^2$. The inequality becomes

$$r^2+(\theta-\lambda_1)(\theta-\lambda_2)\ge0
\quad\Rightarrow\quad
(\theta-\lambda_1)(\lambda_2-\theta)\le r^2 .$$

The inertia count has shown that $\lambda_2>0$. If $\theta<0$, then $\lambda_2-\theta>|\theta|$, and with the variational inequality $\theta\ge\lambda_1$,

$$0\le\theta-\lambda_-\le\frac{r^2}{|\theta|} .$$

Thus $|\lambda_-|/|\theta|\le1+(r/\theta)^2$. Because $\nu^*$ contains a square root, its relative error from Lanczos is at most $\tfrac12(r/\theta)^2$. A relative residual of $10^{-4}$ is ample: it limits this error to $5\times10^{-9}$, far below the physical uncertainties.

Start from a displacement of the jumping atom along its path. A start vector of a different symmetry from the unstable mode never acquires that mode in exact arithmetic, because $A_1$ preserves the symmetry. The warning is a $\theta$ that is still positive when its residual has become small, although the inertia count reports one negative eigenvalue. Before convergence, a random start can also give a positive $\theta$, because its first expectation value typically lies near the average eigenvalue. A random start avoids the symmetry trap, at some cost in iterations.

## Worked case: a vacancy jump

The example is an fcc crystal with the Morse pair energy

$$v(r)=v_0\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],$$

where $v_0=0.30$ eV, $\alpha=1.4$ per angstrom and $r_0=2.8$ angstrom. It is multiplied by $1-10z^3+15z^4-6z^5$, where $z$ runs from 0 to 1 between 3.0 and 5.2 angstrom; beyond that range the energy is zero. The mass is 64 u and the temperature 800 K. Minimising the perfect-crystal energy gives a lattice constant $a=3.708$ angstrom. This is kept fixed while a cell of 107 atoms and one vacancy is relaxed.

The barrier is 0.3779 eV. Descent from the two sides of the saddle reached the energy of the minimum within $10^{-5}$ eV, with the jumping atom near one site or the other. The factorisations find no negative eigenvalue at the minimum and one at the saddle.

With eigenvalues in eV/(Å$^2$ u), the logarithms of $\det'D_0$ and $|\det'D_1|$ are $-774.874$ and $-776.992$, a difference of 2.118. Lanczos gives $\lambda_-=-0.012484$ in the same unit, an unstable frequency $\sqrt{|\lambda_-|}/2\pi$ of 1.747 THz. Therefore

$$\nu^*=1.747\,e^{2.118/2}\ {\rm THz}=1.747\times2.883\ {\rm THz}=5.04\ {\rm THz},$$

or $h\nu^*=20.8$ meV. Full diagonalisation of the unshifted matrices, with the three null values dropped, differs by a relative $3.7\times10^{-10}$. The residual $8.28\times10^{-7}$ gives the bound $\tfrac12(8.28\times10^{-7}/0.012484)^2=2.2\times10^{-9}$, which the test respects. Multiplying $s$ by 0.01 or 100 left the prefactor unchanged within a relative $2\times10^{-8}$.

Starting along the jump took 18 matrix products, and one random start took 25. A start along $z$, perpendicular to the jump in the $xy$ plane, gave $\theta=+0.0138$ after 12 products and settled at $+0.0134$ when continued to a small residual. The plane $z=0$ is a mirror plane of this saddle: the start vector is odd under reflection, while the unstable mode is even. The plateau passes the residual test after about 27 products. In floating point it isn't permanent: when the iteration was forced on to 60 products, rounding errors had let the unstable mode in. The danger lies in stopping on the residual alone.

Doubling the mass of the jumping atom alone lowers $\nu^*$ to 3.65 THz, a factor 0.725. If that atom carried all the motion, $\lambda_-$ would halve and the factor would be $1/\sqrt2=0.707$. The small difference shows that its neighbours take a minor part in the unstable mode.

## From the prefactor to diffusion

At 800 K, $k_BT=0.0689$ eV and $E/k_BT=5.48$. The harmonic estimate of the rate to one neighbour is

$$\Gamma=5.04\times10^{12}\,e^{-5.48}\ {\rm s}^{-1}\approx2.1\times10^{10}\ {\rm s}^{-1}.$$

The vacancy has twelve possible jumps, each of squared length $a^2/2$. If successive jumps are independent, the mean squared displacement grows at the rate $12\Gamma a^2/2=6D_v$, so

$$D_v=a^2\Gamma\approx2.9\times10^{-5}\ {\rm cm^2/s}.$$

This is the diffusivity of a vacancy. Atomic diffusion also requires the vacancy concentration and the correlation between an atom's successive jumps.

Here independence is itself doubtful. The harmonic rate implies a mean time between jumps of $1/(12\Gamma)\approx4$ ps, about twenty periods of $1/\nu^*$, which may not suffice for the energy of one jump to disperse before the next. The harmonic condition $E\gg k_BT$ is also only moderately satisfied. A molecular-dynamics run of 41 ps at 800 K, with the same potential, cell and lattice constant and weak Langevin friction, showed three to five jumps, depending on how long the vacancy had to stay at a site to be counted. The harmonic rate predicts about ten. A run of 46 ps from other random velocities showed seven to nine jumps against about eleven predicted. Both counts lie below the harmonic value, but the scatter between such short runs is as large as the deficit. They show that the harmonic rate, and with it $D_v$, has the right order of magnitude and may be somewhat too high; they don't fix a correction. In these runs the root-mean-square displacement of the atoms from their sites was about a tenth of the neighbour distance, near the value at which many crystals melt, so 800 K is hot for this model.

## Which corrections deserve effort

**Cell size.** With the lattice constant fixed, 255 atoms give a barrier of 0.3811 eV and a prefactor of 5.06 THz. The rate falls by 4 percent: the higher barrier outweighs the slightly larger prefactor. Convergence is slow: 499 atoms give 0.3832 eV and 5.08 THz, and a rate 7 percent below that of the 107-atom cell. The step from 255 to 499 atoms still lowers the rate by about 3 percent, so these values aren't yet the limit of a large crystal.

**Thermal expansion.** Increasing the lattice constant by an assumed 1 percent lowers the barrier to 0.3637 eV and the prefactor to 4.95 THz. At 800 K the rate rises by 21 percent. In the quasi-harmonic approximation the model's own expansion is larger: minimising the classical free energy of the perfect crystal at 800 K gives 2.04 percent with the wave vectors of the 108-site cell and 2.06 percent on a converged mesh, which raises the rate by 44 and 45 percent respectively. Of the corrections sized in this section this is the largest, so the lattice constant at the temperature of use should be settled before the prefactor is refined.

**Anharmonicity.** Integrating over the jumping atom with all others frozen changes the rate by a factor 1.009. This local estimate omits the collective anharmonicity of the neighbours and isn't a bound on it.

**Quantum motion.** For a stable mode, the ratio of quantum to classical partition functions is $x/\sinh x$, with $x=\beta\omega/2$. The unstable mode needs the transmission of a parabolic barrier, $h=(p^2-\omega_b^2q^2)/2$ with $\omega_b^2=|\lambda_-|$. Define

$$U=\frac{p+\omega_bq}{\sqrt{2\omega_b}},\quad
Y=\frac{p-\omega_bq}{\sqrt{2\omega_b}},\quad
[U,Y]=i,\quad h=\frac{\omega_b}{2}(UY+YU).$$

Classically $U$ grows and $Y$ decays, so the sign of $U$ tells where the particle ends, and $Y>0$ means that it came from the left. With $Y=-i\,d/dU$, states of energy $\varepsilon$ behave as $|U|^{i\varepsilon/\omega_b-1/2}$ on each side of $U=0$. A state containing only $Y>0$ is a superposition of $e^{iUY}$ and is analytic in the upper half of the complex $U$ plane. Continuing it there from $U>0$ to $U<0$ multiplies its modulus by $e^{-\pi\varepsilon/\omega_b}$. The ratio of reflection to transmission is the square of this factor, so the transmission is $1/(1+e^{-2\pi\varepsilon/\omega_b})$. Its thermal average relative to the classical step is

$$\beta\int_{-\infty}^{\infty}\frac{e^{-\beta\varepsilon}d\varepsilon}{1+e^{-2\pi\varepsilon/\omega_b}}
=\frac{x_b}{\sin x_b},\qquad x_b=\frac{\beta\omega_b}{2}<\pi,$$

by the substitution $w=e^{-2\pi\varepsilon/\omega_b}$ and $\int_0^\infty w^{c-1}dw/(1+w)=\pi/\sin\pi c$, with $c=x_b/\pi$.

For small arguments, $\ln(\sinh x/x)$ and $\ln(x/\sin x)$ both begin with $x^2/6$. Minimum modes contribute $+\beta^2\lambda_i/24$, stable saddle modes $-\beta^2\lambda_i/24$, and the barrier $+\beta^2|\lambda_-|/24=-\beta^2\lambda_-/24$. Hence

$$\ln\frac{k_q}{k}\simeq\frac{\beta^2}{24}\left({\rm tr}D_0-{\rm tr}D_1\right),$$

which needs no eigenvalues. At 800 K it gives $-0.0046$, as does the full harmonic product to this precision: a reduction of 0.5 percent. The harmonic tunnelling factor diverges at $x_b=\pi$, here at 13 K; the trace formula must be abandoned well above that temperature.

## Setting the model beside copper

The mass and lattice constant lie near those of copper, whose lattice constant is roughly 3.6 angstrom. The barrier doesn't: copper's vacancy migration energy is roughly 0.7 eV, nearly twice the model value. At 800 K and fixed prefactor, that difference alone would lower the rate by $e^{-0.32/0.069}$, about a hundredfold. The model's energy of $-2.10$ eV per atom is also weak beside copper's cohesive energy of roughly 3.5 eV. A pair potential omits the many-body bonding of a metal; the calculation doesn't separate this omission from the choice of parameters.

In an interdiffusion layer, the assumption of one pure, uniform crystal fails too, because barriers vary with the local composition. A change of 0.1 eV alters the rate at 800 K by a factor of about four, far more than any numerical error in the determinant route.

## Choosing between the routes

For the dense 255-atom Hessians, one timing gave 124 ms for the determinant route and 169 ms for full diagonalisation, a modest gain. Neither reduces the cost of obtaining the Hessians: central differences that displace every coordinate take two force calculations each, or 642 for each stationary point of the 107-atom cell.

Choose full diagonalisation when the individual frequencies are wanted, for example for quantum corrections at low temperature. Choose determinants when the classical prefactor suffices, particularly when a sparse Hessian can be factorised in its reduced form. The numerical output below gives most of the values to more digits.

## Table of computed values

```
Morse depth 0.30 eV, inverse width 1.4 1/A
Morse pair distance 2.8 A, taper 3.0 to 5.2 A
atomic mass 64 u, temperature 800 K
2D test, exact/harmonic rate at E/kT=20: 0.99012
2D test, exact/harmonic rate at E/kT=40: 0.99518
lattice constant 3.7081 A
energy per atom, perfect crystal -2.1036 eV
atoms 107, coordinates 321
nearest distance of jumping atom at saddle 2.4617 A
jump length between relaxed minima 2.4933 A
barrier 0.37788 eV
shift s 0.113418 eV/(A^2 u)
ln det' minimum -774.874394 (eV/(A^2 u) units)
ln |det'| saddle -776.992351 (same units)
difference of the two logs 2.117957
negative eigenvalues from L B L^T: minimum 0, saddle 1
Lanczos eigenvalue -0.012484026 eV/(A^2 u)
full-spectrum eigenvalue -0.012484026 eV/(A^2 u)
next saddle eigenvalue 0.006972 eV/(A^2 u)
Lanczos residual 8.28e-07 eV/(A^2 u)
Lanczos products: jump start 18, random start 25
wrong-symmetry start, 12 products: 0.013771 eV/(A^2 u)
unstable frequency 1.7467 THz (imaginary)
prefactor, log-determinants 5.03658998 THz
prefactor, full diagonalisation 5.03658998 THz
prefactor as quantum h nu 20.830 meV
relative difference 3.7e-10, certified bound 2.2e-09
prefactor, jumping mass doubled 3.6505 THz
its ratio to the equal-mass value 0.7248
jump rate to one neighbour 2.097e+10 1/s
vacancy diffusivity 2.884e-05 cm2/s
255 atoms: barrier 0.38105 eV
255 atoms: prefactor 5.0580 THz
255 atoms: rate / small-cell rate 0.9591
255 atoms: log-determinant route 124 ms
255 atoms: full diagonalisation 169 ms
lattice expanded by 1 percent: barrier 0.36369 eV
expanded lattice: prefactor 4.9520 THz
expanded lattice: rate / unexpanded rate 1.2079
ln quantum correction, full product -0.004589
ln quantum correction, trace formula -0.004618
harmonic tunnelling factor diverges at 13.3 K
local anharmonic factor on the rate 1.0088
```
